# Why one scanning moiré image can hide the sign of strain

Q: I scan a focused electron beam over a strained silicon channel with a step close to the spacing of the lattice planes. The image shows broad fringes, although the planes themselves are much too fine to be seen at that step. What am I looking at?

A: You are looking at a periodic signal recorded at too few points. Let the planes have spacing $d$ and frequency $g=1/d$, counted in periods per unit length. Let the scan points lie a distance $s$ apart along the fast scan axis $x$, so that the sampling frequency is $f=1/s$. I assume for now that the planes are perpendicular to $x$, that the strain is uniform, and that the beam rests at each point while the signal is collected.

The intensity along the line can be written as

$$I(x)=P(gx+c),$$

where $P$ is the profile of one lattice period, with $P(u+1)=P(u)$. The constant $c$ says where the first scan point falls within a period. The image contains only the values at $x_n=ns$, with $n$ an integer.

Write $g=f+q$. Since $fs=1$,

$$g x_n+c=(f+q)ns+c=n+q x_n+c .$$

The integer $n$ is a whole number of periods and can be dropped:

$$I(x_n)=P(q x_n+c).$$

The recorded points therefore lie on a stretched copy of the lattice profile, with frequency $|q|=|g-f|$. Frequencies $q+kf$, with $k$ any integer, pass through the same points. The one of smallest magnitude is the one seen as a broad fringe, and it is $q$ itself when $|q|<f/2$.

Q: Then the fringe spacing should tell me the lattice spacing. Why does it not tell me whether the lattice is stretched or compressed?

A: Take two lattices whose frequencies lie equally far above and below the sampling frequency:

$$g_+=f+\delta,\qquad g_-=f-\delta,\qquad 0<\delta<f/2 .$$

Their samples are

$$I_+(x_n)=P(\delta x_n+c_+),\qquad I_-(x_n)=P(-\delta x_n+c_-).$$

Each repeats when $x$ advances by $1/\delta$, because the argument then changes by $+1$ or $-1$. The fringe spacing is therefore

$$D=\frac1\delta=\frac{1}{|g-f|}$$

in both cases. In the first lattice each step covers a little more than one period, so the beam lands slightly further forward in each successive period. In the second, each step covers a little less than one. The spacing records how many steps it takes for the mismatch to add up to a full period, and not its direction.

Q: Perhaps the spacing is the same but the images differ in some other way. Could I compare the fringes in detail?

A: That depends on the profile. Suppose it is mirror-symmetric, and measure its argument from a mirror point, so that $P(-u)=P(u)$. Then

$$I_-(x_n)=P(-\delta x_n+c_-)=P(\delta x_n-c_-).$$

This equals $I_+(x_n)$ at every pixel if $c_-=-c_+$. You would have to know where the first scan point fell within a lattice period, to a fraction of 0.2 nm and independently of the image, to rule out that choice. Without this knowledge the entire fringe pattern is ambiguous.

An asymmetric profile behaves differently. The compressed lattice, with $q>0$, displays the motif in its true order, and the stretched lattice displays it reversed. I compared the two cases for a motif with a main peak and a second peak of half its height, displaced by 0.3 of a period. Each peak was a Gaussian with a standard deviation of 0.12 period. After the best relative shift, the largest remaining difference was 0.305 of the signal range. With the second peak removed, the difference vanished to rounding error. These peaks are sharper than a 0.10 nm probe would record. With peaks as wide as that probe, a standard deviation of 0.22 period, the difference for the two-peak motif falls to about 0.04 of the range.

To use this, you must know which way round the motif sits in the specimen, and more than one harmonic must survive the blurring by the probe. A single harmonic is a cosine, which is symmetric whatever the motif was.

Q: You moved from "above or below the sampling frequency" to "compressed or stretched". Are those the same thing?

A: Not in general. Strain is measured from the unstrained spacing $d_0$, while the fringes are measured from the scan step. Define

$$\varepsilon=\frac{d}{d_0}-1,$$

positive for tension. From $g=f\pm1/D$,

$$d=\frac1g=\frac{1}{1/s\pm1/D}=\frac{s}{1\pm s/D},$$

where the last form follows on multiplying numerator and denominator by $s$. Hence

$$\varepsilon_\pm=\frac{s/d_0}{1\pm s/D}-1 .$$

The upper sign belongs to the lattice with $g>f$.

A lattice is compressed if $g>1/d_0$ and stretched if $g<1/d_0$. The two candidates therefore have strains of opposite sign when $1/d_0$ lies between them:

$$f-\delta<\frac1{d_0}<f+\delta,\qquad\text{or}\qquad \left|\frac1{d_0}-f\right|<\delta .$$

If you match the step to the unstrained lattice, $s=d_0$, the left side of the last inequality is zero and the condition holds for any visible fringe. If the step is well away from $d_0$, both candidates may be tensile, or both compressive. There are still two answers, but they no longer disagree about the sign.

Q: My step was matched. Please put numbers to it.

A: Take silicon (220) planes with a rough spacing $d_0=0.192$ nm, a step $s=0.192$ nm, and 512 pixels per line. The field is $512\times0.192=98.3$ nm wide and $f=1/0.192=5.20833$ nm$^{-1}$.

A tensile strain of 1% gives $d=1.01\times0.192=0.19392$ nm and $g=5.15677$ nm$^{-1}$. Then

$$\delta=5.20833-5.15677\approx0.0516\ \text{nm}^{-1},\qquad D=\frac1\delta=19.39\ \text{nm}.$$

This is 101 pixels, so $s/D=1/101$. Inverting with $s=d_0$ gives

$$\varepsilon_-=\frac{1}{1-1/101}-1=\frac{1}{100}=+1.00\%,$$

$$\varepsilon_+=\frac{1}{1+1/101}-1=-\frac{1}{102}=-0.98\%.$$

The compressed partner has $d=0.19012$ nm. I simulated both lattices as rows of blurred atomic columns, with different starting positions, and fitted the fringes. Both gave 19.392 nm. A separate search for strains that reproduce this spacing, made between 0.5% and 1.5% on either side of zero, returned $+1.0000\%$ and $-0.9804\%$.

With a rough Young's modulus of 170 GPa and uniaxial loading, the corresponding stresses are about 1.7 GPa in tension and 1.7 GPa in compression. One fringe spacing leaves a choice between them.

Q: Why are the two strains not equal and opposite?

A: The frequencies are equally spaced about $f$, but strain is defined through $d=1/g$, and the reciprocal is not linear. With $s=d_0$ and $r=s/D$,

$$\varepsilon_-+\varepsilon_+=\frac{r}{1-r}-\frac{r}{1+r}=\frac{r(1+r)-r(1-r)}{1-r^2}=\frac{2r^2}{1-r^2}.$$

For $r=1/101$ this is 0.02% strain. The difference in magnitude is second order in the strain and disappears as the fringes become broad.

Q: My channel is not uniformly strained. The fringes bend and change their spacing. Does that extra structure fix the sign?

A: Not when the step is matched and the profile is symmetric. Let $u(x)$ be the displacement of the material now found at $x$. That material came from $x-u(x)$ in the unstrained crystal, so

$$I(x)=P\!\left(\frac{x-u(x)}{d_0}\right),$$

with the origin at a mirror point of the profile. Here I ignore the change of blurring with local spacing, which for strains up to 1% alters the signal by about 1% of its range and makes the images of $u$ and $-u$ differ by about 2%. At $x_n=nd_0$,

$$I(x_n)=P\!\left(n-\frac{u(x_n)}{d_0}\right)=P\!\left(-\frac{u(x_n)}{d_0}\right)=P\!\left(\frac{u(x_n)}{d_0}\right).$$

The second step uses periodicity and the third uses symmetry. Replacing $u$ by $-u$ changes nothing. A complete map of displacement and its negative share one image. If the scan starts at $x_0$ instead of at a mirror point, so that $x_n=x_0+nd_0$, the samples are $P((x_0-u)/d_0)=P((u-x_0)/d_0)$, and the partner of $u$ is $2x_0-u$. This is the negative map plus a rigid shift, so every strain still changes sign.

If the step is not matched, subtract $n=x_n/s$ from the argument. The remaining phase is

$$\psi(x)=x\left(\frac1{d_0}-\frac1s\right)-\frac{u(x)}{d_0}.$$

The partner field $\tilde u$ must give $-\psi$:

$$x\left(\frac1{d_0}-\frac1s\right)-\frac{\tilde u}{d_0}=-x\left(\frac1{d_0}-\frac1s\right)+\frac{u}{d_0}.$$

Solving for it,

$$\tilde u(x)=2x\left(1-\frac{d_0}{s}\right)-u(x).$$

As long as the change of blurring is ignored, an offset step does not abolish the partner. It adds a uniform displacement gradient to it, and with a suitable offset that gradient can make the partner physically implausible. At $s=0.195$ nm the extra gradient is about 3%. Blurring then makes the two images differ by about 1% of the signal range where the strain is $+1\%$, 3% where it is zero and 5% where it is $-1\%$.

Q: In a real image the planes are seldom perfectly perpendicular to the scan. Does a small rotation help?

A: It can. Let the lattice frequency have components $g_x$ and $g_y$, and let the rows also be $s$ apart. For small rotations $g_y$ is far below $f/2$, so it is recorded directly, while $g_x$ is reduced by $f$. A single harmonic becomes

$$I=\cos\!\left[2\pi(q_xx+g_yy)+\phi\right],\qquad q_x=g_x-f,$$

with spacing

$$D=\frac{1}{\sqrt{q_x^2+g_y^2}} .$$

Reversing $q_x$ alone keeps $D$ but mirrors the tilt of the fringes. The angle from the $x$ axis to the fringe normal is $\arctan(g_y/q_x)$, which changes sign.

For a rotation of $+0.5^\circ$, the stretched lattice of the example gives $-41.0^\circ$ and the compressed one $+41.8^\circ$. Their spacings are 14.58 and 14.52 nm. They differ slightly because rotating two lattices of different $g$ by one angle does not give them the same $g_y$, nor exactly opposite $q_x$.

The tilt settles the sign of $q_x=g\cos\theta-f$, with $\theta$ the rotation angle, if you know independently which way the lattice is rotated. This is also the sign of $g-f$ unless the rotation is large enough to bring a compressed lattice below $f$, which happens at about $8^\circ$ for the example and $3.6^\circ$ for a strain of $-0.2\%$. If you do not know the sense of rotation, the ambiguity returns, because the cosine is unchanged when $(q_x,g_y,\phi)$ becomes $(-q_x,-g_y,-\phi)$. A stretched lattice turned one way can then imitate a compressed lattice turned the other way.

Rotation also affects the spacing. At $0.1^\circ$ the tensile fringes shrink from 19.39 to 19.10 nm, or by about 1.5%. You should therefore use the component of the fringe frequency along $x$, and not the spacing alone, when the fringes are visibly tilted.

Q: What is the simplest extra measurement that decides the matter?

A: Scan the same region again with a different step $s_2$. Put $f_2=1/s_2$ and $\Delta=f_2-f$. The two candidates now have offsets

$$g_+-f_2=\delta-\Delta,\qquad g_--f_2=-\delta-\Delta .$$

The difference between the squares of the new fringe frequencies is

$$(\delta-\Delta)^2-(\delta+\Delta)^2=-4\delta\Delta .$$

This is nonzero whenever the first scan had fringes and the step was really changed. Both new offsets must remain smaller than $f_2/2$ in magnitude, so that they are the fringes actually seen.

With $s_2=0.195$ nm, $f_2=5.12821$ nm$^{-1}$ and $\Delta=-0.0801$ nm$^{-1}$. The stretched lattice gives

$$D_2=\frac{1}{5.15677-5.12821}=35.0\ \text{nm},$$

and the compressed lattice gives

$$D_2=\frac{1}{5.25990-5.12821}=7.59\ \text{nm}.$$

The first scan gave 19.39 nm for both. On going to the larger step, the fringes become coarser for tension and finer for compression.

That rule has a condition. For the stretched lattice the new offset has magnitude $\big||\Delta|-\delta\big|$, which is smaller than $\delta$ if $0<|\Delta|<2\delta$. Here $0.0801<0.103$, so it holds. With a larger change of step, the sampling frequency would pass so far beyond $g_-$ that its fringes would become finer too. The two spacings would still differ, but you would have to compare their values and not merely the direction of change.

Q: Could I have taken only the second image and avoided the problem?

A: Yes, if you have a reliable bound on the strain. The lattice frequency reaches $f_2$ when $d=s_2$, which corresponds to

$$\varepsilon=\frac{0.195}{0.192}-1=+1.56\%.$$

If you know that the strain is below this value, then $g>f_2$ and the sign of $g-f_2$ is settled in advance. The relation

$$D_2=\frac{1}{g-f_2}$$

then has one solution. Unstrained silicon gives 12.48 nm. Broader fringes mean tension and narrower fringes mean compression, provided that the relative error of the step is well below the strain. If the true step is 0.5% larger than stated, a tensile strain of 0.3% gives fringes of 11.05 nm on the stated scale and would be mistaken for compression.

The alternative solutions have not vanished. For the 35.0 nm fringes the other strain is $+2.13\%$, and for the 7.59 nm fringes it is $+4.24\%$. It is the prior bound that excludes them. Thus a single image does not always leave the sign open: it does so when the strains you must allow include candidates of both signs.

Q: I often have unstrained silicon in the same field of view. Is that not a sufficient reference?

A: With a matched step it shows no fringes, since $g=f$ there. This checks the calibration only roughly if the reference region is small: across 100 pixels, a step error of 0.5% produces just half a fringe. As far as the (220) fringes are concerned, it gives no direction for the strain in the channel. With $s_2=0.195$ nm it shows fringes of 12.48 nm, which you can compare directly with those in the channel. The bound on strain is still needed, because the channel could in principle lie on the other side of $f_2$.

Q: What if I use a step near twice the plane spacing to cover a larger field?

A: The same argument applies. Near $g=mf$, with $m$ a positive integer, write $g=mf\pm\delta$. Then

$$gx_n=mn\pm\delta x_n,$$

and the integer $mn$ drops out. The partner of $g$ is $2mf-g$. With $s=0.384$ nm and $m=2$, the simulated pair again had the fringe frequency 0.0516 nm$^{-1}$ in both cases.

Strictly, one spacing allows a pair of candidates for each $m$. At $s=0.192$ nm, the pair with $m=2$ would have $d$ near 0.096 nm. Knowing which planes you are imaging excludes it. Such rough knowledge selects $m$, but does not choose between two spacings that differ by 2%.

Q: How closely does this model describe my microscope and my device?

A: A step of 0.192 nm, a probe of 0.10 nm full width at half maximum and a strain near 1% are meant as rough values for a fine-probe instrument and a deliberately strained silicon channel. One assumption that directly affects the numbers is the step calibration. The fringe count of 101 pixels does not depend on it, but $s$ in the inversion does. If the true step is 0.5% larger than stated, the candidates become $+1.51\%$ and $-0.49\%$. Each moves by about half a percentage point of strain, yet their signs still differ. A real specimen is also a thin slice whose strain may have relaxed during preparation. I have not calculated that change. It alters the strain being measured, not the sampling argument. The image of a real crystal also contains other reflections, which this single row of columns omits. In silicon viewed along a $\langle110\rangle$ direction, with the (220) planes perpendicular to $x$ and the rows also $s$ apart, the {111} planes add a texture near the pixel scale at $s=0.192$ nm. At $s=0.384$ nm they add strong fringes of about 1.3 nm, and the {113} and (004) planes add weaker ones of about 3.2 and 2.2 nm. All must be separated from the broad (220) fringes by their frequency. These reflections can also carry the sign. Under uniaxial stress along [110], silicon strains along [001] by about $-0.36$ times the strain along $x$. At $s=0.192$ nm the {111} frequency along $y$ is below $f/2$ and is recorded directly: 1.848 nm$^{-1}$ for the stretched lattice, 1.841 unstrained and 1.835 for the compressed one. The two candidates differ by only about 1.3 fringes over 512 rows, so using this needs a strained region deep enough along $y$, a known stress state and an unstrained reference or a well calibrated row spacing.

Q: Could the fringe contrast reveal the sign, since the probe blurs finer planes more strongly?

A: In principle there is a difference. A Gaussian probe of standard deviation $\sigma$ multiplies the component of frequency $g$ by $e^{-2\pi^2\sigma^2g^2}$. A row of point-like columns has a first harmonic of amplitude twice its mean, so the modulation, amplitude over mean, is

$$M=2e^{-2\pi^2\sigma^2g^2}.$$

For the 0.10 nm probe this is 0.776 for the stretched lattice and 0.747 for the compressed one, a relative decrease of 3.8%. To use it, you would need to know the absolute contrast to better than that, including the effects of probe shape, focus and specimen thickness.

Q: You assumed that the beam rests at each point. What if it sweeps continuously?

A: If the signal is averaged while the beam crosses a full step, the lattice component is multiplied by

$$\left|\frac1s\int_0^s e^{2\pi igt}\,dt\right|=\left|\frac{e^{2\pi igs}-1}{2\pi igs}\right|=\left|\frac{\sin\pi gs}{\pi gs}\right| .$$

The last form follows from taking $e^{i\pi gs}$ out of the numerator. Near $gs=1$ this almost vanishes, because each pixel averages over nearly one whole lattice period. For the stretched lattice the factor is 0.0100. Good fringes therefore need a beam that rests during the dwell, or a sweep well short of a full step. A sweep of half a step still keeps about 64% of the contrast.

Q: And drift?

A: For a rough drift of 0.005 nm/s and a dwell of 10 µs, the specimen moves $5\times10^{-8}$ nm between pixels. Relative to the step, that is an apparent strain of $2.6\times10^{-5}\%$, which is negligible here. Between lines the same drift accumulates over 512 dwells. If it is directed along $x$, it imitates a lattice rotation of $0.0076^\circ$, ignoring the time the beam takes to return. That is small compared with the $0.1^\circ$ considered above, but it grows in proportion to the drift rate and the line time.

Q: Is there a smallest strain for which any of this is useful?

A: The field must contain enough of a fringe to measure. One full fringe across $N$ pixels requires $D=Ns$, or

$$\frac{\delta}{f}=\frac{s}{D}=\frac1N .$$

For 512 pixels this is 0.195%. With a matched step, strains of magnitude below about 0.2% therefore give less than one fringe. This is a guide and not a strict detection limit, since a fraction of a fringe can be fitted if the noise is low and the profile is known.

An offset step moves this insensitive region away from zero strain. At $s_2=0.195$ nm, unstrained silicon already shows several fringes, and small strains appear as changes in their spacing. The region of very broad fringes now lies near $+1.56\%$, so the offset should be chosen to keep it outside the range you expect. The numerical output below lists the fringe spacings for both steps.

## Computed values

```
unstrained spacing d0 (rough Si 220): 0.192 nm
first scan step s: 0.192 nm, pixels per line: 512
field of view: 98.3 nm
sampling frequency f: 5.20833 1/nm
tensile lattice: d = 0.19392 nm, g = 5.15677 1/nm
compressed lattice: d = 0.19012 nm, g = 5.25990 1/nm
frequency offset delta: 0.05157 1/nm
measured fringe spacing, tensile: 19.392 nm
measured fringe spacing, compressed: 19.392 nm
fringe spacing in pixels: 101.00
strain candidates from formula: +1.0000 %, -0.9804 %
strains found by search: +1.0000 %, -0.9804 %
rough Young modulus: 170 GPa
uniaxial stress candidates: +1.70 GPa, -1.67 GPa
best-shift mismatch, symmetric profile: 5.7e-13 of range
best-shift mismatch, asymmetric profile: 0.305 of range
lattice rotation in tilt test: 0.5 deg
fringe-normal tilt, tensile: -41.0 deg
fringe-normal tilt, compressed: +41.8 deg
rotated fringe spacings, tensile and compressed: 14.58 nm, 14.52 nm
second scan step s2: 0.195 nm, frequency 5.12821 1/nm
second-scan fringe spacing, tensile: 35.01 nm
second-scan fringe spacing, unstrained: 12.48 nm
second-scan fringe spacing, compressed: 7.59 nm
strain at which g reaches second sampling frequency: +1.56 %
second scan alone, other candidate, tensile case: +2.13 %
second scan alone, other candidate, compressed case: +4.24 %
probe width FWHM (rough): 0.10 nm
fringe modulation (amplitude/mean), tensile: 0.776
fringe modulation (amplitude/mean), compressed: 0.747
relative modulation change: -3.8 %
contrast factor if beam sweeps a full step: 0.0100
assumed step calibration error: +0.5 %
strain candidates with that error: +1.51 %, -0.49 %
tensile fringe spacing with 0.1 deg rotation: 19.10 nm
drift rate and dwell time (rough): 0.005 nm/s, 10 us
apparent strain from drift on fast axis: 2.6e-05 %
apparent rotation from drift between lines: 0.0076 deg
frequency offset giving one fringe in the field: 0.195 % of f
```
